\section*{Stoll equations for absolutely localized orbitals and their Mulliken fragment populations, part 1}

(Sections cited here and not found follow in the second part.)

\section*{The constraint and the energy}

Q: I am told that orbitals confined to their own molecule satisfy a small eigenvalue equation, one per molecule. Such orbitals overlap across molecules, and the usual Fock equation assumes orthonormal ones. What is being varied?

A: Work in atomic units with real functions and a closed shell. Split the $N$ atomic orbitals $\chi_\mu$, with overlap matrix $S$, into fragments $x$ of $n_x$ functions, each diagonal block $S_{xx}$ being positive definite. Fragment $x$ is given $o_x$ doubly occupied orbitals $\phi_{xi}=\sum_{\mu\in x}\chi_\mu T_{\mu,xi}$. These are the absolutely localized molecular orbitals (ALMOs). The coefficient matrix $T$ is block diagonal with blocks $T_x$ of size $n_x\times o_x$, and $T_{\cdot x}$ denotes the $o_x$ full columns of fragment $x$, zero outside the rows of $x$. The orbital overlap $\sigma=T^TST$ is assumed nonsingular. Define
\begin{equation}
\tilde T=T\sigma^{-1},\qquad P=T\sigma^{-1}T^T=\tilde TT^T,\qquad D=2P .
\end{equation}
The columns of $\tilde T$ are the dual orbitals. They obey $\tilde T^TST=\sigma^{-1}\sigma=1$, and they are not confined to one fragment, because $\sigma^{-1}$ has off-diagonal blocks. Also $PST=T\sigma^{-1}\sigma=T$, so $PS$ leaves every occupied orbital unchanged, and $PSP=P$. Replacing $T$ by $TU$ with any nonsingular $U$ gives $TU(U^T\sigma U)^{-1}U^TT^T=P$. The choice $U=\sigma^{-1/2}$ makes the orbitals orthonormal and multiplies the Slater determinant by a constant, so $D$ is the density matrix of the normalized determinant. The energy is any function $E[D]$ with symmetric derivative $F=\partial E/\partial D$, which covers Hartree--Fock and Kohn--Sham theory. We vary the blocks $T_x$ freely, with no orthogonality condition.

Q: Without Lagrange multipliers? Then show me the gradient, with its factors.

A: Varying $\sigma\sigma^{-1}=1$ gives $\delta\sigma^{-1}=-\sigma^{-1}\delta\sigma\,\sigma^{-1}$, with $\delta\sigma=\delta T^TST+T^TS\,\delta T$. Then
\begin{align}
\delta P&=\delta T\,\tilde T^T+\tilde T\,\delta T^T-\tilde T\,\delta T^TSP-PS\,\delta T\,\tilde T^T\nonumber\\
&=(1-PS)\,\delta T\,\tilde T^T+\tilde T\,\delta T^T(1-SP).
\end{align}
The third and fourth terms of the first line come from $T\,\delta\sigma^{-1}T^T$, using $T\sigma^{-1}T^T=P$. The two terms of the second line are transposes of each other, so with $F$ symmetric they contribute equally to the trace. With $\delta E=\mathrm{tr}(F\,\delta D)=2\,\mathrm{tr}(F\,\delta P)$ and cyclic invariance,
\begin{equation}
\delta E=4\,\mathrm{tr}\,[\delta T^TG],\qquad G=(1-SP)F\tilde T .
\label{grad}
\end{equation}
One factor 2 is the double occupation, the other counts the two transposed terms. An allowed $\delta T$ is block diagonal, so the trace is $\sum_x\mathrm{tr}[\delta T_x^TG_{xx}]$, where $G_{xx}$ takes the atomic-orbital rows and the orbital columns of $x$. The entries of $\delta T_x$ are independent, so $E$ is stationary if and only if $G_{xx}=0$ for every $x$. The blocks $G_{yx}$ with $y\neq x$ are unconstrained.

One identity holds at any $T$: $T^T(1-SP)=T^T-\sigma\sigma^{-1}T^T=0$, hence $T^TG=0$. Because $T_{\cdot x}$ vanishes outside the rows of $x$, the $xx$ block reads
\begin{equation}
T_x^TG_{xx}=0 .
\label{tg}
\end{equation}
This removes $o_x^2$ of the $n_xo_x$ conditions and matches the invariance of $P$ under mixing inside a fragment. No multiplier is needed because $\sigma^{-1}$ already normalizes the determinant.

\section*{From the gradient to an eigenvalue problem}

Q: The condition $G_{xx}=0$ has $F$ acting on a dual orbital that spreads over all fragments. An eigenvalue equation needs a symmetric $n_x\times n_x$ matrix acting on $T_x$ itself. Where does it come from?

A: From an operator that turns $T_{\cdot x}$ into $\tilde T_{\cdot x}$ and whose transpose contains $1-SP$. Define
\begin{equation}
s_x=\tilde T_{\cdot x}T_{\cdot x}^TS,\qquad W_x=1-PS+s_x,\qquad F^x=[W_x^TFW_x]_{xx}.
\end{equation}
The $xx$ block of the transposed biorthogonality relation is $T_{\cdot x}^TS\tilde T_{\cdot x}=1$, so $s_x^2=s_x$. It is an oblique projector, since $Ss_x$ is in general not symmetric. Summing over column blocks gives $\sum_xs_x=\tilde TT^TS=PS$, so $W_x=1-\sum_{y\ne x}s_y$. Under $T_x\to T_xU_x$ with nonsingular $U_x$, $\tilde T\to TU(U^T\sigma U)^{-1}=\tilde TU^{-T}$, and $s_x\to\tilde T_{\cdot x}U_x^{-T}U_x^TT_{\cdot x}^TS=s_x$. So $F^x$ is symmetric and depends on the occupied subspaces of the fragments, not on the orbitals chosen to span them.

Apply $W_x$ to the orbitals of $x$. The part $1-PS$ annihilates them, and $T_{\cdot x}^TST_{\cdot x}=\sigma_{xx}$, so $W_xT_{\cdot x}=\tilde T_{\cdot x}\sigma_{xx}$. The transpose is $W_x^T=1-SP+ST_{\cdot x}\tilde T_{\cdot x}^T$. Therefore
\begin{equation}
W_x^TFW_xT_{\cdot x}=\big[(1-SP)F\tilde T_{\cdot x}+ST_{\cdot x}\,\varepsilon_x\big]\sigma_{xx},
\qquad \varepsilon_x=\tilde T_{\cdot x}^TF\tilde T_{\cdot x}.
\end{equation}
Keep the rows of $x$. Since $T_{\cdot x}$ has only those rows, the left side is $F^xT_x$ and $(ST_{\cdot x})_x=S_{xx}T_x$:
\begin{equation}
F^xT_x=G_{xx}\sigma_{xx}+S_{xx}T_x\,\varepsilon_x\sigma_{xx}.
\label{key}
\end{equation}
This holds for any block-diagonal $T$, stationary or not.

Q: That shows that a stationary point solves something. I need the converse too, or the eigenvalue problem could have solutions that are not stationary.

A: If $G_{xx}=0$, Eq.~(\ref{key}) has the form $F^xT_x=S_{xx}T_x\lambda$ with $\lambda=\varepsilon_x\sigma_{xx}$. Conversely, suppose $F^xT_x=S_{xx}T_x\lambda$ for some matrix $\lambda$, with $F^x$ built from the same $T$. Subtracting Eq.~(\ref{key}) gives $G_{xx}\sigma_{xx}=S_{xx}T_x(\lambda-\varepsilon_x\sigma_{xx})$. Multiply from the left by $T_x^T$. The left side vanishes by Eq.~(\ref{tg}), and the right side is $\sigma_{xx}(\lambda-\varepsilon_x\sigma_{xx})$. The block $\sigma_{xx}$ of the positive definite $\sigma$ is invertible, so $\lambda=\varepsilon_x\sigma_{xx}$, then $G_{xx}\sigma_{xx}=0$ and $G_{xx}=0$.

The freedom $U_x$, which changes neither $P$ nor $F^x$, is now used twice. First $U_x=\sigma_{xx}^{-1/2}$ makes $\sigma_{xx}=1$. Then an orthogonal $U_x$ keeps $\sigma_{xx}=1$ and diagonalizes the symmetric $\varepsilon_x$. The result is the set of Stoll equations,
\begin{equation}
F^xT_x=S_{xx}T_x\varepsilon_x,\qquad T_x^TS_{xx}T_x=1,\qquad \varepsilon_x\ \text{diagonal},
\label{stoll}
\end{equation}
one generalized eigenproblem per fragment, coupled through $F$, $P$ and $\tilde T$.

Q: Does it reduce to what I know? And which $o_x$ of the $n_x$ eigenvectors do I occupy?

A: With a single fragment $s_x=PS$, so $W_x=1$ and Eq.~(\ref{stoll}) is the Roothaan--Hall equation. When the occupied orbitals of different fragments do not overlap, $\sigma=1$, $\tilde T=T$, and $W_x=1-\sum_{y\neq x}T_{\cdot y}T_{\cdot y}^TS$ is the orthogonal projector off the other fragments' orbitals. If in addition the basis functions of different fragments do not overlap, $T_{\cdot y}^TS$ has no columns in $x$, and $F^x=F_{xx}$: each fragment solves its own Fock equation in the field of the others.

Any self-consistent choice of $o_x$ eigenvectors is a stationary point. Taking the lowest is an added rule, and the derivation does not prove that it gives a minimum; that has to be checked case by case. In practice one builds $F^x$, diagonalizes, rebuilds, and accelerates with DIIS on the error $G_{xx}T_x^TS_{xx}$, which is invariant because $G_{xx}\to G_{xx}U_x^{-T}$ and $T_x^T\to U_x^TT_x^T$. The dense diagonalization cost goes from order $N^3$ to order $\sum_xn_x^3$. Building $F$ is not made cheaper by Eq.~(\ref{stoll}), and $\sigma^{-1}$ still couples all fragments.

\section*{What the eigenvalues mean}

Q: May I read $\varepsilon_{xi}$ as orbital energies?

A: Not as unique ones. They are diagonal elements of $F$ between dual orbitals, and these are not normalized: $\tilde T_{\cdot x}^TS\tilde T_{\cdot x}=(\sigma^{-1}\sigma\sigma^{-1})_{xx}\equiv M$. A second projected equation has the same occupied space and other eigenvalues. Let $\Omega=1-P'S$, with $P'$ built as $P$ is but from the orbitals of all fragments except $x$; it is an $S$-orthogonal projector, $\Omega^TS\Omega=S\Omega$. Write $\tilde T_{\cdot x}=T_{\cdot x}M+\sum_{y\ne x}T_{\cdot y}(\sigma^{-1})_{yx}$. The duals are $S$-orthogonal to all $T_{\cdot y}$, so $\Omega\tilde T_{\cdot x}=\tilde T_{\cdot x}$, while $\Omega T_{\cdot y}=0$. Applying $\Omega$ gives $\tilde T_{\cdot x}=\Omega T_{\cdot x}M$. The occupied space is the orthogonal sum of the span of the $T_{\cdot y}$ and the span of $\tilde T_{\cdot x}$, so $P-P'=\tilde T_{\cdot x}M^{-1}\tilde T_{\cdot x}^T$ and $\Omega^T=1-SP+S\tilde T_{\cdot x}M^{-1}\tilde T_{\cdot x}^T$. Then
\begin{align}
\Omega^TF\Omega T_{\cdot x}&=\Omega^TF\tilde T_{\cdot x}M^{-1}
=G_{\cdot x}M^{-1}+S\tilde T_{\cdot x}M^{-1}\varepsilon_xM^{-1},\\
\Omega^TS\Omega T_{\cdot x}&=S\Omega T_{\cdot x}=S\tilde T_{\cdot x}M^{-1}.
\end{align}
At $G_{xx}=0$ the rows of $x$ give $(\Omega^TF\Omega)_{xx}T_x=(\Omega^TS\Omega)_{xx}T_x\,\varepsilon_xM^{-1}$, the Gianinetti equations. Their occupied eigenvalues $e_i$ are those of $\varepsilon_xM^{-1}$. Writing its eigenvector as $Mc$ turns this into $\varepsilon_xc=eMc$.

The gap between the two sets can be bounded for two fragments with $\sigma_{AA}=\sigma_{BB}=1$. The first block column $(M,L)$ of $\sigma^{-1}$ obeys $M+\sigma_{AB}L=1$ and $\sigma_{BA}M+L=0$, so $M=(1-\sigma_{AB}\sigma_{BA})^{-1}$. Its eigenvalues lie between 1 and $1/(1-s^2)$, with $s$ the largest singular value of $\sigma_{AB}$. If all $\varepsilon_{xi}<0$, the quotient $c^T\varepsilon_xc/c^TMc$ has a negative numerator and lies between $c^T\varepsilon_xc/c^Tc$ and $(1-s^2)$ times it. The min--max characterization carries this over to ordered eigenvalues:
\begin{equation}
0\le e_i-\varepsilon_{xi}\le s^2|\varepsilon_{xi}| .
\label{bound}
\end{equation}
To leading order in the overlap, and for a nondegenerate level, $e_i\approx\varepsilon_{xi}/M_{ii}$ with $M_{ii}-1\approx\sum_j(\sigma_{AB})_{ij}^2$, so the difference measures how much orbital $i$ overlaps the occupied orbitals of the other fragment.

\section*{The Mulliken populations}

Q: Now the claim I trust least. The duals spread over all fragments and $P$ has off-diagonal blocks. Why should no Mulliken charge move between fragments?

A: The Mulliken population of fragment $x$ is $N_x=\sum_{\mu\in x}(DS)_{\mu\mu}=2\,\mathrm{tr}[\Pi_xPS]$, where the diagonal $N\times N$ matrix $\Pi_x$ has 1 for $\mu\in x$ and 0 otherwise. Let $\pi_x$ be the like selector for the occupied orbitals of $x$. Both $\Pi_xT$ and $T\pi_x$ keep the block $T_x$ and erase the rest, so block diagonality is the statement $\Pi_xT=T\pi_x$. Then
\begin{align}
N_x&=2\,\mathrm{tr}[\Pi_xT\sigma^{-1}T^TS]=2\,\mathrm{tr}[T\pi_x\sigma^{-1}T^TS]\nonumber\\
&=2\,\mathrm{tr}[\pi_x\sigma^{-1}T^TST]=2\,\mathrm{tr}[\pi_x\sigma^{-1}\sigma]=2o_x ,
\label{mull}
\end{align}
where $T$ was moved cyclically to the end of the trace. With $2o_x$ equal to the electron number of the isolated fragment, the Mulliken charge transfer $N_x-2o_x$ is exactly zero. For spin-unrestricted orbitals the same lines hold for each spin without the factor 2.

More is true of the block itself. The rows of $x$ of $PS=T\tilde T^TS$ give $(PS)_{xx}=T_xK_x$ with $K_x=(\tilde T_{\cdot x}^TS)_{\cdot x}$, the columns of $x$. Biorthogonality gives $K_xT_x=1$. Hence $(PS)_{xx}^2=T_xK_xT_xK_x=(PS)_{xx}$: the block is idempotent, with eigenvalues 0 and 1, and its trace $o_x$ is its rank.

Q: You used neither $F$ nor the Stoll equations.

A: Correct, and that fixes what the result says. Eq.~(\ref{mull}) follows from the constraint and holds for random, unrelaxed or converged block-diagonal orbitals alike. The Stoll equations select the stationary member of a family in which every member has $N_x=2o_x$. For a general $T$ whose columns are merely labelled by fragment, adding and subtracting $T\pi_x$ in the first line gives
\begin{equation}
N_x-2o_x=2\,\mathrm{tr}[(\Pi_xT-T\pi_x)\tilde T^TS].
\end{equation}
The matrix $\Pi_xT-T\pi_x$ holds $+T_{xy}$, the tails of other fragments' orbitals on the functions of $x$, and $-T_{yx}$, the tails of the orbitals of $x$ elsewhere. Those are the coefficients that the blocks $G_{xy}$ and $G_{yx}$ drive in Eq.~(\ref{grad}) once the constraint is lifted. Nothing fixes the populations of single atoms inside a fragment, since a selector for part of a fragment has no partner $\pi$.

The Stoll equations select the stationary block-diagonal orbitals, while the constraint alone already fixes each fragment's Mulliken population at $2o_x$. It remains to ask whether this zero charge transfer says anything about electrons in space, and to test the results numerically on the HCl dimer.
